# The exchange hole and exchange energy of the uniform electron gas, part 3

The problem is the exchange hole $n_x$ and exchange energy per electron $\varepsilon_x$ of the uniform electron gas, for plane waves filled up to the Fermi wave number $k_F$. Hartree atomic units are used ($\hbar=m=e=1$, lengths in bohr, energies in hartree). The hole is the change in electron density at $\mathbf r'$ caused by finding an electron at $\mathbf r$. Here $\mathbf u=\mathbf r-\mathbf r'$, $n$ is the density, $n_\sigma$ that of spin $\sigma$, and $\gamma_\sigma$ the one-particle density matrix.

$$n_x(u)=n\,h(y),\qquad y=k_Fu, \tag{1}$$

$$\varepsilon_x=-C_x\,e^2\,n^{1/3} \tag{2}$$

Here $h$ and $C_x$ are density-independent. For determinants of definite-spin orbitals,

$$n_x(\mathbf r,\mathbf r')=-\frac{1}{n(\mathbf r)}\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2 . \tag{5}$$

$$n_x(\mathbf r,\mathbf r)=-\frac{n_\uparrow^2+n_\downarrow^2}{n}. \tag{6}$$

In the uniform gas,

$$\varepsilon_x=\frac12\int\frac{n_x(u)}{u}\,d^3u=2\pi\int_0^\infty u\,n_x(u)\,du . \tag{7}$$

Section 2 found holes $-n(\mathbf r')$ for one electron, $-n/2$ everywhere for an opposite-spin pair in one plane wave, and on-top value $-n$ for a same-spin pair.

For equal spins, $n=k_F^3/(3\pi^2)=3/(4\pi r_s^3)$ and $k_Fr_s=(9\pi/4)^{1/3}=1.919158$. With $j_0(z)=\sin z/z$, $j_1(y)=(\sin y-y\cos y)/y^2$ and $\int d\Omega\,e^{i\mathbf k\cdot\mathbf u}=4\pi j_0(ku)$,

$$\gamma_\sigma(\mathbf u)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf u}. \tag{8}$$

$$\gamma_\sigma(u)=\frac1{2\pi^2}\int_0^{k_F}k^2j_0(ku)\,dk=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk . \tag{9}$$

$$\gamma_\sigma(u)=\frac n2 f(y),\qquad f(y)=\frac{3j_1(y)}{y}=3\int_0^1x^2j_0(xy)\,dx . \tag{10}$$

$$n_x(u)=-\frac n2 f(y)^2=-\frac{9n}{2}\left[\frac{j_1(k_Fu)}{k_Fu}\right]^2 . \tag{11}$$

$$-\frac n2\le n_x(u)\le0,\qquad \frac12\le g_x(u)\le1, \tag{13}$$

where $g_x=1+n_x/n$. The first node, where $\tan y=y$, is $y_1=4.493409$; the hole's mean radius diverges. With $S(y)=j_0^2+j_1^2=1-2y^2/9+\dots$,

$$S'=-\frac{4j_1^2}{y}. \tag{15}$$

$$S(y)=\frac1{y^2}-\frac{\sin2y}{y^3}+\frac{\sin^2y}{y^4}. \tag{17}$$

The charge within $y<Y$, with $\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt$, is

$$Q(Y)=-\frac2\pi\left[\mathrm{Si}(2Y)-\frac{\sin^2Y}{Y}-Y S(Y)\right]. \tag{18}$$

$$\int n_x\,d^3u=-\frac2\pi\cdot\frac\pi2=-1,\qquad\int_0^\infty j_1^2\,dy=\frac\pi6 . \tag{19}$$

$$Q(Y)=-1+\frac{3}{\pi Y}-\frac{3\sin2Y}{2\pi Y^2}+O(Y^{-3}). \tag{20}$$

## 9. The Dirac energy

Let $\varepsilon_x(Y)$ be the part of (7) from $y<Y$. With $u\,du=y\,dy/k_F^2$,

$$\varepsilon_x(Y)=2\pi\left(-\frac{9n}2\right)\frac1{k_F^2}\int_0^Yy\,\frac{j_1^2}{y^2}\,dy=-\frac{9\pi n}{k_F^2}\int_0^Y\frac{j_1^2}{y}\,dy .$$

The prefactor is $9\pi k_F/(3\pi^2)=3k_F/\pi$. By (15) the integral is $[S(0)-S(Y)]/4$. Therefore

$$\varepsilon_x(Y)=-\frac{3k_F}{4\pi}\,[\,1-S(Y)\,]. \tag{21}$$

Check at small $Y$. With $1-S\simeq2Y^2/9$, (21) gives $-k_FY^2/(6\pi)$. A flat hole of depth $n/2$ out to $U=Y/k_F$ gives $2\pi(-n/2)U^2/2=-\pi nU^2/2=-\pi k_FY^2/(6\pi^2)$, the same.

As $Y\to\infty$, $S\to0$, so $\int_0^\infty j_1^2\,dy/y=\tfrac14$ and

$$\varepsilon_x=-\frac{3k_F}{4\pi}. \tag{22}$$

With $k_F=(3\pi^2n)^{1/3}$ and $(3\pi^2)^{1/3}/\pi=(3\pi^2/\pi^3)^{1/3}=(3/\pi)^{1/3}$,

$$\varepsilon_x=-C_xn^{1/3},\qquad C_x=\frac34\left(\frac3\pi\right)^{1/3}=0.7385588,$$

in hartree bohr, and in terms of $r_s$, $\varepsilon_x=-\tfrac{3}{4\pi}(9\pi/4)^{1/3}/r_s=-0.4581653/r_s$. This is the Dirac exchange energy, and it supplies the constant left open in (2).

Equations (20) and (21) compare how charge and energy accumulate. The function $S(Y)$ is exactly the fraction of the exchange energy that lies outside $Y$, and it falls as $1/Y^2$, while the charge outside falls as $3/(\pi Y)$. The extra factor $1/u$ in (7) is the reason. The energy is weighted toward the deep central part of the hole, and the oscillating tail counts for much less in the energy than in the charge.

Because $|n_x|$ is normalized to one, (7) reads $\varepsilon_x=-\tfrac12\langle1/u\rangle$. The length $R_h=1/\langle1/u\rangle=-1/(2\varepsilon_x)=2\pi/(3k_F)$ is the harmonic-mean radius of the hole, finite although the arithmetic mean is not.

The bounds (13) and the sum rule limit the energy without any knowledge of the shape. Let $p=-n_x$, so $0\le p\le n/2$ and $\int p=1$. Let $b$ equal $n/2$ inside a ball of radius $R$ and zero outside, with $\tfrac n2\cdot\tfrac{4\pi}3R^3=1$, that is $R=2^{1/3}r_s$. Since $\int(b-p)=0$,

$$\int\frac{b-p}{u}\,d^3u=\int(b-p)\left(\frac1u-\frac1R\right)d^3u\ge0,$$

because inside the ball both factors are non-negative and outside both are non-positive. For the ball $\langle1/u\rangle=\int_0^Ru\,du/\int_0^Ru^2du=3/(2R)$. Hence $|\varepsilon_x|\le3/(4\cdot2^{1/3}r_s)$ for any hole obeying (13) and (19). The ratio of (22) to this bound is $2^{1/3}(9\pi/4)^{1/3}/\pi=[9/(2\pi^2)]^{1/3}$, which is below one since $9<2\pi^2$. The bound is an inequality for unpolarized holes of this class and is not the value of the energy.

In an inhomogeneous system, the local density approximation assigns to each volume element the energy (22) at the local density, $E_x^{\rm LDA}=\int n\,\varepsilon_x(n)\,d^3r=-C_x\int n^{4/3}d^3r$. By (7) this is the same as placing the hole (11), with the local $k_F(\mathbf r)$, around each electron. That model hole has the exact on-top value (6) of an unpolarized determinant, the right sign and the right charge. It is exact for the filled Fermi sphere in an infinite volume. Constant density alone is not enough: the opposite-spin pair of section 2 has a constant density, but its hole is $-n/2$ everywhere in the box. The model fails visibly in the one-electron limit of section 2, where the true hole $-n(\mathbf r')$ does not move with the electron, while the model hole is always centred on it.

## 10. The same energy without the hole

An evaluation in wave-vector space does not use $j_1$ or its integrals and so checks the steps that lead from (9) to (22); it shares (5), (7), (8), the angular average of section 5 and $n=k_F^3/(3\pi^2)$ with the real-space route. From (5) and (7), $n\varepsilon_x=-\tfrac12\sum_\sigma\int|\gamma_\sigma|^2u^{-1}d^3u$. Insert (8) twice. The $\mathbf u$ integral is the Fourier transform of the Coulomb potential, which follows from the screened form with the angular average of section 5:

$$\int\frac{e^{-\mu u}}{u}e^{i\mathbf q\cdot\mathbf u}d^3u=\frac{4\pi}{q}\int_0^\infty e^{-\mu u}\sin(qu)\,du=\frac{4\pi}{q}\,\frac{q}{q^2+\mu^2}\;\to\;\frac{4\pi}{q^2}.$$

The two spins cancel the factor $\tfrac12$:

$$n\varepsilon_x=-\iint_{k,k'<k_F}\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2}.$$

The singularity at $\mathbf k=\mathbf k'$ is integrable in three dimensions. The direction of $\mathbf k$ gives $4\pi$ and the azimuth of $\mathbf k'$ about it gives $2\pi$. For the relative angle, with $A=k^2+k'^2$ and $B=2kk'$,

$$\int_{-1}^1\frac{dt}{A-Bt}=\frac1B\ln\frac{A+B}{A-B}=\frac{1}{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}=\frac1{kk'}\ln\left|\frac{k+k'}{k-k'}\right| .$$

The constants combine to $4\pi\cdot4\pi\cdot2\pi/(2\pi)^6=32\pi^3/(64\pi^6)=1/(2\pi^3)$, and $k^2k'^2/(kk')=kk'$:

$$n\varepsilon_x=-\frac{D}{2\pi^3},\qquad D=\int_0^{k_F}\!\!\int_0^{k_F}kk'\ln\left|\frac{k+k'}{k-k'}\right|dk\,dk' .$$

The integrand is symmetric, so $D$ is twice the integral over $k'<k$. Setting $k'=ks$ with $0<s<1$ separates the variables:

$$D=2\int_0^{k_F}k^3dk\int_0^1s\ln\frac{1+s}{1-s}\,ds=\frac{k_F^4}{2}\int_0^1s\ln\frac{1+s}{1-s}\,ds .$$

The logarithm has the series $2\sum_{m\ge0}s^{2m+1}/(2m+1)$ with positive terms, which may be integrated term by term. This gives $\sum_m\frac{2}{(2m+1)(2m+3)}=\sum_m\left[\frac1{2m+1}-\frac1{2m+3}\right]=1$, a telescoping sum. So $D=k_F^4/2$, $n\varepsilon_x=-k_F^4/(4\pi^3)$, and division by $n=k_F^3/(3\pi^2)$ gives $\varepsilon_x=-3k_F/(4\pi)$, in agreement with (22). The program's numerical value of $D/k_F^4$ is $0.5$.

## 11. Spin polarization

Let $n_\uparrow=n(1+\zeta)/2$ and $n_\downarrow=n(1-\zeta)/2$ with $-1\le\zeta\le1$. Each spin fills its own sphere. Repeating section 5 for one spin gives $n_\sigma=k_\sigma^3/(6\pi^2)$ and $\gamma_\sigma=n_\sigma f(k_\sigma u)$. Since $k_F^3=6\pi^2(n/2)$, the radii are $k_{\uparrow,\downarrow}=k_F(1\pm\zeta)^{1/3}$, where $k_F$ keeps its definition in terms of the total density. From (5),

$$n_x(u)=-\frac1n\sum_\sigma n_\sigma^2\,f(k_\sigma u)^2 . \tag{23}$$

On-top value. With $f(0)=1$ and $(1+\zeta)^2+(1-\zeta)^2=2+2\zeta^2$,

$$n_x(0)=-\frac{n}{2}\,(1+\zeta^2).$$

It is $-n/2$ only at $\zeta=0$ and reaches $-n$ at $\zeta=\pm1$, the two limits met in section 2. By $|f|\le1$ it is also the lower bound of the hole, replacing the $-n/2$ of (13).

Sum rule. For one spin, $n_\sigma^2\int f^2d^3u=n_\sigma^2\,(4\pi/k_\sigma^3)\cdot9\cdot\tfrac\pi6=n_\sigma^2\cdot6\pi^2/k_\sigma^3=n_\sigma$, by (19). The sum over spins divided by $n$ is one, so the charge is $-1$ for every $\zeta$.

Energy. For one spin, $\tfrac12n_\sigma^2\int f^2u^{-1}d^3u=\tfrac12n_\sigma^2\,(4\pi/k_\sigma^2)\cdot9\cdot\tfrac14=\tfrac{9\pi}2n_\sigma^2/k_\sigma^2$. Replacing one factor $n_\sigma$ by $k_\sigma^3/(6\pi^2)$ gives $\tfrac{3}{4\pi}n_\sigma k_\sigma$. Therefore

$$\varepsilon_x(\zeta)=-\frac{3}{4\pi}\sum_\sigma\frac{n_\sigma}{n}k_\sigma=\varepsilon_x(0)\,\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}}{2}. \tag{24}$$

At $\zeta=0$ the factor is one. At $\zeta=1$ it is $2^{4/3}/2=2^{1/3}$, which is the ratio $k_\uparrow/k_F$, as expected when a single sphere holds all electrons. The hole carries the same charge but is deeper at the centre, and the exchange energy is more negative.

## 12. Numbers at $r_s=2$ bohr

The model gas has the round value $r_s=2$ bohr. The digits below serve to compare independent evaluations of the exchange-only model; they say nothing about the accuracy of that model for a real electron gas, whose correlation energy is left out.

Density and Fermi wave number: $n=3/(4\pi\cdot2^3)=0.02984155$ bohr$^{-3}$ and $k_F=1.919158/2=0.9595791$ bohr$^{-1}$.

On-top value: $-n/2=-0.01492078$ bohr$^{-3}$, which is also what the three-dimensional quadrature gives, with $n_x(0)/n=-0.5$.

Hole at $u=r_s$, where $y=1.919158$ and $j_1=0.4330658$: the ratio is $j_1/y=0.225654$, its square $0.0509197$, and multiplication by $-9/2$ gives $n_x/n=-0.229139$. Thus $n_x(r_s)=-0.229139\times0.02984155=-0.00683786$ bohr$^{-3}$, a little less than half the on-top depth. The first node lies at $u=4.493409/0.9595791=4.682688$ bohr.

Charge and energy inside $u<r_s$. With $S=0.427414$ and $j_1^2=0.187546$, one has $j_0^2=S-j_1^2=0.239868$. The terms of (18) are $\mathrm{Si}(2Y)=1.787101$, $\sin^2Y/Y=Yj_0^2=0.460345$ and $YS=0.820275$. The bracket is $1.787101-0.460345-0.820275=0.506481$, and $Q=-(2/\pi)(0.506481)=-0.322436$ electrons. The energy fraction from (21) is $1-0.427414=0.572586$.

Inside the first node $j_1=0$, so $S=j_0^2$ and the two subtracted terms are equal. From $\tan Y=Y$ it follows that $\sin^2Y=Y^2/(1+Y^2)$ and $S=1/(1+Y^2)=1/21.1907=0.0471905$, matching the printed value. Then $2YS=0.424092$, the bracket is $1.664427-0.424092=1.240335$, and $Q=-0.789622$ electrons. The energy fraction is $0.952810$.

| region | charge $Q$ (electrons) | fraction of $\varepsilon_x$ |
|---|---|---|
| $u<r_s$ | $-0.3224$ | $0.5726$ |
| inside first node | $-0.7896$ | $0.9528$ |
| $y<50$ | $-0.9808$ | $0.9996$ |

These entries do not depend on $r_s$, by (1). The printed charges and fractions come from direct quadrature of a hole built from (9) without the closed form of $j_1$, and the program asserts their agreement with (18) and (21). The central lobe holds 79 per cent of the missing electron and 95 per cent of the exchange energy.

At $Y=50$ the charge outside is $1-0.9808054=0.0191946$ electrons, against the leading estimate $3/(\pi Y)=0.0190986$. The excess of $0.000096$ electrons is accounted for by the next term in (20). By (17), $S-1/Y^2=0.0004040619-0.0004=4.06\times10^{-6}$ equals $-\sin2Y/Y^3$ up to a term of order $Y^{-4}$, so $-\sin2Y\approx4.06\times10^{-6}\times50^3\approx0.51$. The term $-3\sin2Y/(2\pi Y^2)$ is then $3\times0.51/(2\pi\times2500)\approx0.000097$ electrons, which agrees within the neglected order $Y^{-3}$. The energy fraction outside the same radius is $0.000404$, against $1/Y^2=0.0004$.

Extrapolated to infinite radius, the quadrature gives a hole charge of $-1$ to the printed precision, which corresponds to $\int j_1^2dy=0.5235988=\pi/6$, and an energy corresponding to $\int j_1^2dy/y=0.25$.

Exchange energy per electron: $\varepsilon_x=-\tfrac{3}{4\pi}\times0.9595791=-0.4581653/2=-0.2290826$ hartree, or $-6.233656$ eV. The real-space quadrature of the hole, the wave-vector double integral and the libxc implementation of Slater exchange each give $-0.2290826$ hartree. The energy density is $n\varepsilon_x=-0.006836182$ hartree bohr$^{-3}$. The harmonic-mean radius is $1/(2\times0.2290826)=2.182618$ bohr, slightly larger than $r_s$. The output shows a near equality between $n_x(r_s)/n=-0.22914$ and $\varepsilon_x=-0.22908$ hartree. It is an accident of the choice $r_s=2$ bohr: the first number is dimensionless and the same at every density, the second is an energy proportional to $1/r_s$.

At $\zeta=0.5$ and the same total density, the spin fractions are $0.75$ and $0.25$, with $k_\uparrow=1.098444$ and $k_\downarrow=0.7616185$ bohr$^{-1}$. The on-top value is $-(1+0.25)/2=-0.625$ in units of $n$, and the quadrature again gives a charge of $-1$. The weighted wave number in (24) is $0.75\times1.098444+0.25\times0.7616185=0.823833+0.190405=1.014238$ bohr$^{-1}$. Its ratio to $k_F$ is the spin-scaling factor $1.056961$, and $\varepsilon_x=-0.2290826\times1.056961=-0.2421314$ hartree, or $-6.588731$ eV, the value found both by quadrature of (23) and by libxc. The program that makes these tests and its output follow below.

## Calculated quantities

```
rs (input) = 2 bohr
n = 0.02984155 bohr^-3
kF = 0.9595791 bohr^-1
kF*rs = 1.919158 (dimensionless)
series of f^2, coefficients of y^0, y^2, y^4 = [1, -1/5, 3/175] (dimensionless)
n_x(0), 3D quadrature = -0.01492078 bohr^-3
n_x(0)/n = -0.5 (dimensionless)
j1(kF rs) = 0.4330658 (dimensionless)
n_x(u=rs) = -0.006837859 bohr^-3
n_x(u=rs)/n = -0.2291388 (dimensionless)
first node y = 4.493409 (dimensionless)
first node u = 4.682688 bohr
mean of y^4 n_x/n on [100 pi, 101 pi] = -2.25 (dimensionless)
box N=14: max|hole error|/n for 0.2<=y<=6 = 0.09607183 (dimensionless)
box N=1030: max|hole error|/n for 0.2<=y<=6 = 0.0008659863 (dimensionless)
box N=226162: max|hole error|/n for 0.2<=y<=6 = 4.006403e-05 (dimensionless)
inside rs: Si(2Y) = 1.787101 (dimensionless)
inside rs: S(Y) = 0.427414 (dimensionless)
inside rs: charge Q = -0.3224362 electrons
inside rs: energy fraction = 0.572586 (dimensionless)
inside node: Si(2Y) = 1.664427 (dimensionless)
inside node: S(Y) = 0.04719045 (dimensionless)
inside node: charge Q = -0.7896219 electrons
inside node: energy fraction = 0.9528096 (dimensionless)
inside Y=50: Si(2Y) = 1.562225 (dimensionless)
inside Y=50: S(Y) = 0.0004040619 (dimensionless)
inside Y=50: charge Q = -0.9808054 electrons
inside Y=50: energy fraction = 0.9995959 (dimensionless)
3/(pi Y) at Y=50 = 0.01909859 electrons
1/Y^2 at Y=50 = 0.0004 (dimensionless)
sum rule, quadrature = -1 electrons
int j1^2 dy = 0.5235988 (dimensionless)
pi/6 = 0.5235988 (dimensionless)
int j1^2/y dy = 0.25 (dimensionless)
k-space double integral / kF^4 = 0.5 (dimensionless)
eps_x formula = -0.2290826 hartree
eps_x real-space quadrature = -0.2290826 hartree
eps_x momentum space = -0.2290826 hartree
eps_x libxc Slater = -0.2290826 hartree
eps_x formula = -6.233656 eV
n*eps_x = -0.006836182 hartree bohr^-3
C_x = 0.7385588 hartree bohr
-eps_x*rs = 0.4581653 hartree bohr
harmonic-mean hole radius -1/(2 eps_x) = 2.182618 bohr
zeta (input) = 0.5 (dimensionless)
k_up = 1.098444 bohr^-1
k_down = 0.7616185 bohr^-1
polarized n_x(0)/n = -0.625 (dimensionless)
polarized sum rule = -1 electrons
spin-scaling factor = 1.056961 (dimensionless)
polarized eps_x quadrature = -0.2421314 hartree
polarized eps_x libxc = -0.2421314 hartree
polarized eps_x = -6.588731 eV
```
